**Gradient of a real energy in complex orbital coefficients**

For a real energy \(E\) of coefficients \(\psi_k=x_k+iy_k\), the program tests that the gradient is \(g=2\,\partial E/\partial\psi^*\), with length measured in the Euclidean metric of \(x\) and \(y\). The model is a four-site ring with Hamiltonian \(H\), interaction \(U\) and energies in units of the hopping \(t\); \(F=H+U\,\mathrm{diag}|\psi_k|^2\) and \(\mu=\psi^\dagger F\psi\). The program asserts that \(2(F-\mu)\psi\) agrees with finite differences of the normalised energy and with the steepest direction found by a numerical search. It also asserts the rate along \(\partial E/\partial\psi\) at 24 global phases and its zero mean, the chain rule for a non-holomorphic map, the normalisation rule and the rule for an overlapping basis. Descent with \(g\) reaches \(-1.6546\,t\), where \(\mu\) equals the lowest eigenvalue of \(F\) within the tolerance, while descent with \(g^*\) ends at \(0.2736\,t\) with a gradient of length \(3.86\,t\). On a real ring without interaction, the conjugated rule reaches the lowest level from a real start \(x\) and the highest level from \(ix\), although both describe the same physical state.

## Numerical verification

```python
"""
Result under test: for a real energy E of complex coefficients psi = x + i y,
the gradient (steepest ascent in the Euclidean metric of x and y) is
    g = 2 dE/dpsi* = dE/dx + i dE/dy,
and not the Wirtinger derivative dE/dpsi, which is its half conjugated.

Model: ring of four sites, energies in units of the hopping t.
    E(psi) = psi^dagger H psi + (U/2) sum_k |psi_k|^4
    R(psi) = E(psi / |psi|), the energy of the normalised state
    F = H + U diag(|psi_k|^2), mu = psi^dagger F psi
    w = dR/dpsi* = (F - mu) psi for a normalised psi
"""
import numpy as np
from scipy.optimize import minimize

SITES = np.array([0.0, 0.3, -0.2, 0.5])
BOND_PHASE = 0.3
U = 1.0
n = len(SITES)


def ring(phase):
    h = np.diag(SITES).astype(complex)
    for k in range(n):
        m = (k + 1) % n
        h[m, k] -= np.exp(1j * phase)
        h[k, m] -= np.exp(-1j * phase)
    return h


def energy(z, h, u):
    return np.vdot(z, h @ z).real + 0.5 * u * np.sum(np.abs(z) ** 4)


def normalised_energy(z, h, u):
    return energy(z / np.linalg.norm(z), h, u)


def fock(z, h, u):
    return h + u * np.diag(np.abs(z) ** 2)


def conjugate_derivative(z, h, u):
    """dR/dpsi* at a normalised state."""
    fz = fock(z, h, u) @ z
    return fz - np.vdot(z, fz).real * z


def slope(func, z, d, step=1e-5):
    """Derivative of func along the displacement d, by central difference."""
    return (func(z + step * d) - func(z - step * d)) / (2 * step)


def difference_gradient(func, z):
    """dE/dx + i dE/dy from real and imaginary displacements."""
    unit = np.eye(len(z))
    return np.array([slope(func, z, e) + 1j * slope(func, z, 1j * e)
                     for e in unit])


def walk(start, h, u, use_wrong, steps, eta=0.1):
    """Descent with the gradient, or with its conjugate if use_wrong."""
    z = start.copy()
    energies = [energy(z, h, u)]
    for _ in range(steps):
        g = 2 * conjugate_derivative(z, h, u)
        z = z - eta * (g.conj() if use_wrong else g)
        z = z / np.linalg.norm(z)
        energies.append(energy(z, h, u))
    return z, energies


H = ring(BOND_PHASE)
psi = np.array([2, 1 + 1j, -1j, 1 - 1j]) / 3


def R(z):
    return normalised_energy(z, H, U)


def E(z):
    return energy(z, H, U)


print(f"bond phase {BOND_PHASE} rad, U = {U} t, site energies {SITES} t")
print("state psi =", np.round(psi, 4))
print(f"energy R(psi) = {R(psi):.6f} t")
print(f"mu = {np.vdot(psi, fock(psi, H, U) @ psi).real:.6f} t")

# Gradient formulas against differences in x and y
w = conjugate_derivative(psi, H, U)
g = 2 * w
g_norm = np.linalg.norm(g)
assert np.allclose(difference_gradient(E, psi), 2 * fock(psi, H, U) @ psi,
                   atol=1e-8)
g_diff = difference_gradient(R, psi)
assert np.allclose(g_diff, g, atol=1e-8)
for k in range(n):
    print(f"site {k+1}: dR/dpsi* = {w[k]:.6f} t, "
          f"dR/dx + i dR/dy = {g_diff[k]:.6f} t")
print(f"gradient length |g| = {g_norm:.6f} t")

# The difference quotient depends on the direction of the displacement
site = np.eye(n)[1]
q_real = slope(R, psi, site)
q_imag = slope(R, psi, 1j * site) / 1j
assert abs(q_real - q_imag) > 1e-2
assert abs((q_real + q_imag) / 2 - w[1].conj()) < 1e-8
print(f"site 2 quotient, real displacement: {q_real:.6f} t")
print(f"site 2 quotient, imaginary displacement: {q_imag:.6f} t")
print(f"site 2 mean of the two = dR/dpsi: {(q_real + q_imag)/2:.6f} t")


# Steepest direction found by search, without any derivative formula.
# For d = s u with |u| = 1 and positive rate r(u), the best s is r(u) and the
# cost is -r(u)^2 / 2, so the minimum picks the direction of greatest rate.
def search_cost(v):
    d = v[:n] + 1j * v[n:]
    return 0.5 * np.sum(v ** 2) - slope(R, psi, d, 1e-4)


rng = np.random.default_rng(4)
search = minimize(search_cost, rng.normal(size=2 * n), method="BFGS",
                  jac="3-point")
best = search.x[:n] + 1j * search.x[n:]
best = best / np.linalg.norm(best)
best_rate = slope(R, psi, best)
miss = np.linalg.norm(best - g / g_norm)
assert miss < 1e-3
assert abs(best_rate - g_norm) < 1e-5
print(f"searched greatest rate = {best_rate:.6f} t")
print(f"distance of searched direction from g/|g| = {miss:.1e}")

# Factor two in the first-order change
ratio = slope(R, psi, w) / np.linalg.norm(w) ** 2
assert abs(ratio - 2) < 1e-7
print(f"slope along dR/dpsi* over its squared length = {ratio:.6f}")

# Rate along the wrong direction as the global phase of the state turns
square_sum = np.sum(w.conj() ** 2)
thetas = np.arange(24) * 2 * np.pi / 24
wrong_rates = []
for theta in thetas:
    z = np.exp(1j * theta) * psi
    measured_g = difference_gradient(R, z)
    assert np.allclose(measured_g, np.exp(1j * theta) * g, atol=1e-8)
    wrong = measured_g.conj() / np.linalg.norm(measured_g)
    rate = slope(R, z, wrong)
    formula = 2 * (np.exp(-2j * theta) * square_sum).real / np.linalg.norm(w)
    assert abs(rate - formula) < 1e-7
    wrong_rates.append(rate)
wrong_rates = np.array(wrong_rates)
assert abs(wrong_rates.mean()) < 1e-8
assert wrong_rates.min() < -1e-2 and wrong_rates.max() > 1e-2
for j in (0, 3, 6, 9):
    print(f"global phase {np.degrees(thetas[j]):.0f} deg: "
          f"rate along unit dR/dpsi = {wrong_rates[j]:.6f} t")
print(f"mean over 24 phases below 1e-8 t: {abs(wrong_rates.mean()) < 1e-8}")
print(f"largest possible |rate| along dR/dpsi = "
      f"{2*abs(square_sum)/np.linalg.norm(w):.6f} t")

# Chain rule through a map that is not holomorphic
A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))


def mixed_map(z):
    return A @ z + 0.3 * z.conj() ** 2


g_out = 2 * fock(mixed_map(psi), H, U) @ mixed_map(psi)
holomorphic_part = A.conj().T @ g_out
conjugate_part = 0.6 * psi.conj() * g_out.conj()
g_chain = difference_gradient(lambda z: E(mixed_map(z)), psi)
scale = np.linalg.norm(g_chain)
error_full = np.linalg.norm(g_chain - holomorphic_part - conjugate_part) / scale
error_part = np.linalg.norm(g_chain - holomorphic_part) / scale
assert error_full < 1e-6 and error_part > 1e-3
print(f"chain rule relative error, both terms: {error_full:.1e}")
print(f"chain rule relative error, holomorphic term only: {error_part:.4f}")

# Normalisation rule away from unit length
z = 1.7 * psi
g_phi = 2 * fock(psi, H, U) @ psi
projected = (g_phi - psi * np.vdot(psi, g_phi).real) / 1.7
assert np.allclose(difference_gradient(R, z), projected, atol=1e-8)

# Descent with the gradient and with its conjugate
final, right = walk(psi, H, U, False, 400)
final_wrong, wrong_walk = walk(psi, H, U, True, 400)
F_final = fock(final, H, U)
mu_final = np.vdot(final, F_final @ final).real
lowest = np.linalg.eigvalsh(F_final)[0]
assert np.linalg.norm(conjugate_derivative(final, H, U)) < 1e-8
assert abs(mu_final - lowest) < 1e-8  # certifies the global minimum
assert wrong_walk[-1] > right[-1] + 0.1
print("descent step eta = 0.1 / t")
for j in (0, 1, 5, 20, 100, 400):
    print(f"step {j}: energy with g {right[j]:.6f} t, "
          f"with conjugate of g {wrong_walk[j]:.6f} t")
print(f"final mu = {mu_final:.6f} t, lowest eigenvalue of F = {lowest:.6f} t")
left_over = 2 * np.linalg.norm(conjugate_derivative(final_wrong, H, U))
print(f"gradient length left after the wrong walk = {left_over:.6f} t")

# Real ring without interaction: one physical state, two global phases
H_real = ring(0.0)
levels = np.linalg.eigvalsh(H_real)
x_start = np.array([2, 1, 0, 2], dtype=complex) / 3
from_x = walk(x_start, H_real, 0.0, True, 400)[1]
from_ix = walk(1j * x_start, H_real, 0.0, True, 400)[1]
right_ix = walk(1j * x_start, H_real, 0.0, False, 400)[1]
assert abs(from_x[-1] - levels[0]) < 1e-8
assert abs(from_ix[-1] - levels[-1]) < 1e-8
assert abs(right_ix[-1] - levels[0]) < 1e-8
print("real ring, U = 0, start x =", np.round(x_start.real, 4))
print(f"start energy = {from_x[0]:.6f} t")
print(f"lowest and highest level = {levels[0]:.6f} t, {levels[-1]:.6f} t")
print(f"wrong rule from x ends at {from_x[-1]:.6f} t")
print(f"wrong rule from i x ends at {from_ix[-1]:.6f} t")
print(f"gradient rule from i x ends at {right_ix[-1]:.6f} t")

# Overlapping basis: squared length is c^dagger S c
S = np.eye(n) + 0.2 * (np.eye(n, k=1) + np.eye(n, k=-1))
s_val, s_vec = np.linalg.eigh(S)
X = s_vec @ np.diag(s_val ** -0.5) @ s_vec.T
a = np.linalg.solve(X, psi)


def quadratic(c):
    return energy(c, H, 0.0)


mapped = X @ difference_gradient(lambda b: quadratic(X @ b), a)
plain = H @ psi
metric = np.linalg.solve(S, plain)
assert np.allclose(mapped, 2 * metric, atol=1e-8)
rates = [slope(quadratic, psi, d / np.sqrt(np.vdot(d, S @ d).real))
         for d in (plain, metric)]
assert rates[1] > rates[0] + 1e-4
print("overlapping basis: neighbour overlap 0.2, energy c^dagger H c, c = psi")
print(f"rate per unit S-length along dE/dc* = {rates[0]:.6f} t")
print(f"rate per unit S-length along S^-1 dE/dc* = {rates[1]:.6f} t")

print("tests ok")
```

It prints:

```
bond phase 0.3 rad, U = 1.0 t, site energies [ 0.   0.3 -0.2  0.5] t
state psi = [ 0.6667+0.j      0.3333+0.3333j -0.    -0.3333j  0.3333-0.3333j]
energy R(psi) = -0.801996 t
mu = -0.647675 t
site 1: dR/dpsi* = -0.105825-0.000000j t, dR/dx + i dR/dy = -0.211650+0.000000j t
site 2: dR/dpsi* = -0.148418+0.511398j t, dR/dx + i dR/dy = -0.296837+1.022796j t
site 3: dR/dpsi* = -0.439878-0.186262j t, dR/dx + i dR/dy = -0.879755-0.372524j t
site 4: dR/dpsi* = -0.278765+0.058827j t, dR/dx + i dR/dy = -0.557531+0.117653j t
gradient length |g| = 1.554492 t
site 2 quotient, real displacement: -0.296837 t
site 2 quotient, imaginary displacement: 0.000000-1.022796j t
site 2 mean of the two = dR/dpsi: -0.148418-0.511398j t
searched greatest rate = 1.554492 t
distance of searched direction from g/|g| = 4.6e-07
slope along dR/dpsi* over its squared length = 2.000000
global phase 0 deg: rate along unit dR/dpsi = 0.012216 t
global phase 45 deg: rate along unit dR/dpsi = 0.053353 t
global phase 90 deg: rate along unit dR/dpsi = -0.012216 t
global phase 135 deg: rate along unit dR/dpsi = -0.053353 t
mean over 24 phases below 1e-8 t: True
largest possible |rate| along dR/dpsi = 0.054734 t
chain rule relative error, both terms: 1.1e-10
chain rule relative error, holomorphic term only: 0.0771
descent step eta = 0.1 / t
step 0: energy with g -0.801996 t, with conjugate of g -0.801996 t
step 1: energy with g -1.025533 t, with conjugate of g -0.787317 t
step 5: energy with g -1.569915 t, with conjugate of g -0.128319 t
step 20: energy with g -1.654600 t, with conjugate of g 0.273655 t
step 100: energy with g -1.654603 t, with conjugate of g 0.273620 t
step 400: energy with g -1.654603 t, with conjugate of g 0.273620 t
final mu = -1.526897 t, lowest eigenvalue of F = -1.526897 t
gradient length left after the wrong walk = 3.862360 t
real ring, U = 0, start x = [0.6667 0.3333 0.     0.6667]
start energy = -1.077778 t
lowest and highest level = -1.870667 t, 2.170667 t
wrong rule from x ends at -1.870667 t
wrong rule from i x ends at 2.170667 t
gradient rule from i x ends at -1.870667 t
overlapping basis: neighbour overlap 0.2, energy c^dagger H c, c = psi
rate per unit S-length along dE/dc* = 2.281052 t
rate per unit S-length along S^-1 dE/dc* = 2.323945 t
tests ok
```
